Random crystallization in an amorphous volume and its competition with epitaxy, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The untransformed fraction in the bulk

### 1. What dimensions fix

Crystal grains appear in an amorphous solid at a constant rate I per unit volume, and each grain grows outward at a constant speed v. We ask what fraction X of the volume is still amorphous at time t. If the volume has no boundaries and a new grain has negligible size, then I, v and t are the only quantities on which X can depend.

Their dimensions are

[I] = length⁻³ time⁻¹,  [v] = length time⁻¹,  [t] = time.

The product Iᵃ vᵇ tᶜ is dimensionless if the powers of length and of time both vanish:

length: −3a + b = 0, so b = 3a,

time: −a − b + c = 0, so c = a + b = 4a.

Apart from an overall power there is one dimensionless combination, and therefore

X = F(I v³ t⁴).

The fourth power of time has a simple origin. Three powers come from the volume of a grain and one from the number of grains that have appeared. Dimensions cannot give the function F. The result to be derived is

X(t) = exp(−π I v³ t⁴/3).

### 2. The model

The amorphous solid is brought to a fixed temperature at t = 0 and contains no crystal at that moment. The assumptions are these.

- In every small volume dV that is still amorphous, a nucleus appears during dt with probability I dV dt, independently of events elsewhere.
- A nucleus starts as a point and grows at speed v in all directions.
- Growth stops where two grains meet. Grains do not later consume one another.
- Crystallization changes neither the density nor the temperature of the material.

The rate I refers to the volume that is still amorphous. Nucleation therefore slows down as the material is used up, and the derivation has to account for this. It also has to account for collisions between grains.

### 3. When a given point crystallizes

Let nucleus i appear at position rᵢ at time tᵢ. If nothing stood in its way, it would reach the point r at

Aᵢ(r) = tᵢ + |r − rᵢ|/v.

Call this the free arrival time. In reality another grain may block the path. The claim is that blocking does not alter the moment at which r crystallizes, which is the smallest free arrival time:

A(r) = minᵢ Aᵢ(r).

To prove it, let i be the nucleus with the smallest free arrival time at r. Ties have probability zero. Suppose that another grain j had blocked the straight path from rᵢ to r at some point q. Then j was at q no later than i would have been:

Aⱼ(q) ≤ Aᵢ(q).

By the triangle inequality, |r − rⱼ| ≤ |q − rⱼ| + |r − q|. Divide by v and add tⱼ:

Aⱼ(r) ≤ Aⱼ(q) + |r − q|/v ≤ Aᵢ(q) + |r − q|/v = Aᵢ(r).

The last equality holds because q lies on the straight line from rᵢ to r. The result says that j arrives at r no later than i, against the choice of i as the earliest. Hence the path of i was open, and r crystallizes by the time Aᵢ(r). It cannot crystallize sooner, because growth along a bent path takes longer than growth along a straight one.

The crystallized region at time t is thus the union of the balls |r − rᵢ| < v(t − tᵢ), drawn as if the grains had grown freely. The equality of all growth speeds was used when the same v was applied to i and to j. With unequal speeds a fast grain can be screened by a slow one, and the statement fails.

### 4. Phantom nuclei

Real nuclei appear in amorphous material alone, so their positions depend on the earlier history. This dependence can be removed by adding fictitious nuclei. In material that is already crystalline, let phantom nuclei appear at the same rate I, and let them grow freely on paper.

Phantoms do not change the crystallized region. Let a phantom p appear at rₚ at time tₚ. The material there is already crystalline, so some real nucleus i satisfies Aᵢ(rₚ) ≤ tₚ. For any other point r, the triangle inequality gives

Aᵢ(r) ≤ Aᵢ(rₚ) + |r − rₚ|/v ≤ tₚ + |r − rₚ|/v = Aₚ(r).

The real grain i gets to r no later than the phantom would. The minimum in A(r) is the same with phantoms as without them.

The gain is in the statistics. Real and phantom nuclei together appear with probability I dV dt in every element of space and time, whatever has happened before. They form a uniform Poisson process, for which probabilities in separate elements multiply.

### 5. The empty past cone

A point r is amorphous at time t if no nucleus, real or phantom, has a free arrival time at r earlier than t. Such a nucleus would have appeared at some time t′ between 0 and t, at a distance

|r′ − r| < v(t − t′).

These positions and times form a cone in space and time with its tip at (r, t). At time t′ its cross-section is a ball of radius v(t − t′). The point is amorphous if the cone is empty.

Divide the cone into small elements dV dt. Each is empty with probability 1 − I dV dt, and the elements are independent. The probability that all are empty is the product of these factors. Its logarithm is the sum of ln(1 − I dV dt), which tends to the sum of −I dV dt as the elements shrink. Therefore

X(t) = exp(−M),  M = I × (volume of the cone in space and time).

M is the mean number of nuclei in the cone. With the ball volume inserted,

M = I ∫₀ᵗ (4π/3) v³ (t − t′)³ dt′.

Substitute u = t − t′, so that dt′ = −du and the limits t′ = 0 and t′ = t become u = t and u = 0. The minus sign reverses the limits:

M = (4π/3) I v³ ∫₀ᵗ u³ du = (4π/3) I v³ (t⁴/4) = π I v³ t⁴/3.

This gives

X(t) = exp(−π I v³ t⁴/3).

The factor π/3 is the ball factor 4π/3 divided by the 4 from the time integral.

M has a second meaning. It is the total volume of all freely grown balls per unit volume of material, with overlaps counted repeatedly and phantoms included. It is called the extended fraction. It is a mean number and may exceed one.

### 6. The same law as a rate equation

Differentiation of X = exp(−M) gives

dX/dt = −X dM/dt = −(4π/3) I v³ t³ X.

The factor X can be read geometrically. The total surface of the freely grown balls, per unit volume, is

S₀ = I ∫₀ᵗ 4π v² (t − t′)² dt′ = (4π/3) I v² t³,

so that dM/dt = v S₀. The true interface between crystal and amorphous material has some area S per unit volume. It advances at speed v and consumes amorphous material at the rate −dX/dt = v S. Comparison gives

S = X S₀.

On average, a fraction X of the free surface still faces amorphous material. The rest lies inside other grains, or belongs to phantoms, and does no work.

### 7. From a probability to a fraction

So far X is the probability that one chosen point is amorphous. By homogeneity it is also the expected amorphous fraction of any region. In a large region the actual fraction is close to the expected one, for the following reason.

Two points farther apart than 2vt have past cones that do not intersect, so their states are independent. For closer points, the covariance of two quantities that each take the value 0 or 1 is at most 1/4 in magnitude. The variance of the fraction in a region of volume V is the covariance averaged over all pairs of points. A given point has correlated partners within a ball of radius 2vt at most, so

variance ≤ (1/4)(4π/3)(2vt)³/V = (8π/3)(vt)³/V.

This vanishes as V grows at fixed t. In a small specimen, with few grains, the actual fraction scatters about X.

### 8. Time scales and limits

Define t₀ by M = 1:

t₀ = [3/(π I v³)]^(1/4),  X(t) = exp[−(t/t₀)⁴].

Half of the volume has crystallized when (t/t₀)⁴ = ln 2, which gives

t_half = (ln 2)^(1/4) t₀.

For t much smaller than t₀, the exponential can be expanded: 1 − X ≈ (t/t₀)⁴. Grains rarely touch, and the crystallized fraction is the sum of their volumes. The slow start does not come from a delay in nucleation, since I is constant from t = 0. It arises because the grains are at first both few and small: their number grows as t and their mean volume as t³.

For t much larger than t₀, X falls faster than any simple exponential in time, because the interface area per unit volume of remaining amorphous material, S/X = S₀, keeps growing.

The crystallization rate is −dX/dt = (4t³/t₀⁴) exp[−(t/t₀)⁴]. Its derivative is proportional to 3t² − 4t⁶/t₀⁴, which vanishes at (t/t₀)⁴ = 3/4. Since 3/4 is slightly larger than ln 2, the rate peaks shortly after the half time.

Taking logarithms twice gives a straight line,

ln(−ln X) = 4 ln t − 4 ln t₀.

The slope 4 belongs to constant nucleation with growth in three dimensions. If instead all nuclei were present at t = 0 with density n₀, every ball would have radius vt, and M would be (4π/3) n₀ v³ t³, with slope 3. If nucleation at rate I began after a delay τ, the time integral would start at τ, and t would be replaced by t − τ. The slope would then be 4t/(t − τ), which is larger than 4 and approaches it at late times.

### 9. The number of grains

Real nuclei appear in the amorphous fraction alone. Their number per unit volume grows at the rate I X, and no grain disappears afterwards. The final density is

N = I ∫₀^∞ exp[−(t/t₀)⁴] dt.

Substitute s = (t/t₀)⁴. Then t = t₀ s^(1/4) and dt = (t₀/4) s^(−3/4) ds, so

∫₀^∞ X dt = (t₀/4) ∫₀^∞ s^(−3/4) e^(−s) ds = (t₀/4) Γ(1/4) = Γ(5/4) t₀.

Here Γ is the gamma function, and the last step uses Γ(x + 1) = x Γ(x) with x = 1/4. Hence

N = I Γ(5/4) t₀ = Γ(5/4) (3/π)^(1/4) (I/v)^(3/4).

The powers follow from I × I^(−1/4) = I^(3/4) and from (v³)^(−1/4) = v^(−3/4). Fast growth gives fewer and larger grains, because it removes amorphous material before many nuclei can form.

### 10. Numbers for the bulk

Take round model parameters, not assigned to any material: v = 0.1 nm/s and I = 10⁻¹¹ nm⁻³ s⁻¹ at 900 K. Then

I v³ = 10⁻¹¹ × 10⁻³ s⁻⁴ = 10⁻¹⁴ s⁻⁴,

t₀ = [3/(π × 10⁻¹⁴)]^(1/4) s = 3126 s,

t_half = (ln 2)^(1/4) × 3126 s = 2852 s, or about 48 minutes.

At t = 3000 s the extended fraction is M = (3000/3126)⁴ = 0.848, and X = exp(−0.848) = 0.428. At 2000 s, M = 0.168 and X = 0.846. At 4000 s, M = 2.68 and X = 0.069. The last value of M shows why the extended fraction cannot be taken for a crystallized fraction.

The final grain density is N = 10⁻¹¹ × Γ(5/4) × 3126 nm⁻³ = 2.83 × 10⁻⁸ nm⁻³. The corresponding spacing N^(−1/3) is 328 nm.

The numerical output compares these values with simulations in which nuclei are placed one at a time, in amorphous material alone. The fractions and the grain density pass a test at five standard errors. At 900 K all three simulated fractions lie about two standard errors above the formula. They are not three independent deviations, because the same simulated volumes supply all three times. The run at 1000 K is the same problem in units of t₀ and vt₀, and its fractions lie on or below the formula. The excess at 900 K is therefore consistent with sampling scatter.

## Part II. The competition with epitaxy

### 11. What is carried over

I is the nucleation rate per unit amorphous volume, v the growth speed of every grain, and t the time since the anneal began. The free arrival time of nucleus i at the point r is Aᵢ(r) = tᵢ + |r − rᵢ|/v. Part I showed that a point crystallizes at the smallest free arrival time, and that phantom nuclei in crystalline material may be added without effect. The probability that a region of space and time contains no nucleus is exp(−M), where M is the mean number in it. For the unbounded volume,

X(t) = exp(−π I v³ t⁴/3) = exp[−(t/t₀)⁴],  t₀ = [3/(π I v³)]^(1/4),

∫₀^∞ X dt = Γ(5/4) t₀,  N = I Γ(5/4) t₀,

where N is the final density of grains.

### 12. A seed plane

The bulk law contains no substrate, so it cannot by itself say how much epitaxial crystal forms. Let the half-space z < 0 be a single crystal and let the material at z > 0 be amorphous at t = 0. The crystal grows into the amorphous layer as a flat front, which stands at z = vt wherever random grains have not stopped it. The layer is deep, in a sense made precise in section 16. Nuclei form in the volume and not at the interface. The front has the same speed v as the grains. This last assumption is restrictive, since in a real crystal the speed depends on the orientation of the growing face. Section 17 gives an upper bound on P for a faster front.

Let P(z) be the fraction of the plane at height z that becomes epitaxial. It depends on I, v and z. For Iᵃ vᵇ zᶜ to be dimensionless, time requires −a − b = 0 and length requires −3a + b + c = 0. Hence b = −a and c = 4a, and P is a function of I z⁴/v. Speed now enters through the ratio v/I, whereas the bulk time scale contains the product I v³.

The amorphous fraction of an unbounded volume is now known, and dimensions show that the epitaxial fraction P depends only on I z⁴/v. It remains to find that function and, from it, the mean thickness of the epitaxial layer.
